# How supercell volume lowers the deepest conduction-tail level in amorphous oxides

Suppose a calculation on an 800-atom cell of an amorphous gate oxide gives an empty level 0.13 eV below the conduction mobility edge, and an 8000-atom cell gives one at 0.25 eV. Should the smaller calculation be discarded as unconverged, or the larger structure as badly prepared? Neither follows. The lowest level is the extreme of a random collection, and a larger cell collects more members. Before paying for a larger cell, one needs to know how much of the shift comes from this sampling alone.

## The estimate in one line

Measure the depth $\varepsilon\ge 0$ of a level downward from a fixed mobility edge, the energy that separates localized tail states from extended ones. A deeper level has a larger $\varepsilon$ and a lower energy. Let the number of tail levels deeper than $\varepsilon$ fall as $e^{-\varepsilon/E_0}$, where $E_0$ is the slope energy of the tail.

If a volume $V$ contains $nV$ tail levels on average, the expected number deeper than $\varepsilon$ is $nVe^{-\varepsilon/E_0}$. The deepest level should lie near the depth where this number is one:

$$nVe^{-\varepsilon/E_0}\approx1,\qquad \varepsilon\approx E_0\ln(nV).$$

A tenfold volume multiplies the expected number by ten at every depth. To bring it back to one, the exponential must shrink by ten, which, for a slope energy $E_0=0.050$ eV, takes an extra depth

$$\Delta=E_0\ln10=0.050\times2.3026=0.115\ \text{eV}=115\ \text{meV}.$$

The density $n$ has dropped out. The argument does not say what "near" means, how widely individual cells scatter, or when the levels may be treated as independent.

## The distribution of the deepest level

Take the tail density of states per volume and energy to be

$$g(\varepsilon)=\frac{n}{E_0}e^{-\varepsilon/E_0},\qquad \varepsilon\ge0.$$

Its integral over all depths is $n$. In a cell of volume $V$ the mean number of tail levels is $\mu=nV$, and the mean number deeper than $\varepsilon$ is

$$N(\varepsilon)=V\int_\varepsilon^\infty g(x)\,dx=\mu e^{-\varepsilon/E_0}.$$

Assume that levels occur independently, so that their number $k$ has the Poisson probability $e^{-\mu}\mu^k/k!$. One level is shallower than $\varepsilon$ with probability $1-q$, where $q=e^{-\varepsilon/E_0}$. All $k$ are shallower with probability $(1-q)^k$. Summing over $k$ gives the probability that the cell has no level deeper than $\varepsilon$:

$$F(\varepsilon)=\sum_{k=0}^{\infty}e^{-\mu}\frac{[\mu(1-q)]^k}{k!}
=e^{-\mu}e^{\mu(1-q)}=\exp\left(-\mu e^{-\varepsilon/E_0}\right).$$

At the edge, $F(0)=e^{-\mu}$ is the probability of a cell with no tail level at all.

Define the typical deepest level as the median over many independently prepared cells. More generally, let $\varepsilon_p$ be the depth that a fraction $p$ of cells do not exceed. Setting $F(\varepsilon_p)=p$ and taking two logarithms gives

$$\mu e^{-\varepsilon_p/E_0}=\ln\frac1p,\qquad
\varepsilon_p=E_0\left[\ln\mu-\ln\ln\frac1p\right].$$

This depth is positive if $p>e^{-\mu}$. For two volumes that both meet this condition, the term in $p$ cancels on subtraction:

$$\Delta=\varepsilon_p(V_2)-\varepsilon_p(V_1)
=E_0\ln\frac{nV_2}{nV_1}=E_0\ln\frac{V_2}{V_1}.$$

Within this model the result holds for the median and for every other quantile inside the tail. The level energy changes by $-\Delta$. Composition, mass density, preparation and energy reference are held fixed in the comparison, so that $n$ and $E_0$ are the same in both cells.

The condition on $p$ matters for small cells. The median requires $\mu>\ln2$. Below that, more than half the cells have no tail level. If their depth is counted as zero, growth to a mean number $\mu_2>\ln2$ moves the median by $E_0\ln(\mu_2/\ln2)$, which is less than $E_0\ln(V_2/V_1)$, because part of the added volume is spent on finding a first level.

## The larger cell as ten small ones

Since $\mu$ is proportional to volume, the distribution also obeys

$$F_{10V}(\varepsilon)=[F_V(\varepsilon)]^{10}.$$

The large cell has no level deeper than $\varepsilon$ if none of its ten blocks has one. This relation needs independent blocks and negligible boundary effects, but no exponential tail.

It gives a way to predict the large-cell median from small cells. Setting $F_{10V}=1/2$ requires $F_V=2^{-1/10}=0.933$. The median of the large cells is therefore the depth that 93.3% of the small cells do not exceed. Given enough small cells to locate that quantile, no fit of $E_0$ is needed.

## Mean depth and a fixed number of levels

One may prefer the mean depth to the median. Counting an empty cell as depth zero, the mean of a non-negative quantity is the integral of its probability of exceeding $\varepsilon$:

$$\langle\varepsilon\rangle=\int_0^\infty[1-F(\varepsilon)]\,d\varepsilon.$$

Substitute $u=\mu e^{-\varepsilon/E_0}$, so that $d\varepsilon=-E_0\,du/u$. The limits become $\mu$ and $0$, and the minus sign reverses them:

$$\langle\varepsilon\rangle=E_0\int_0^\mu\frac{1-e^{-u}}u\,du
=E_0[\ln\mu+\gamma+E_1(\mu)].$$

Here $\gamma$ is Euler's constant and $E_1(\mu)=\int_\mu^\infty e^{-u}du/u$. To confirm the last equality, differentiate the bracket: the result is $1/\mu-e^{-\mu}/\mu$, which is the integrand at $u=\mu$. Both sides also vanish as $\mu\to0$, because $E_1(\mu)\to-\gamma-\ln\mu$. For large $\mu$ the term $E_1$ is exponentially small, and the mean drops by the same $E_0\ln(V_2/V_1)$.

Another choice is to give each cell a fixed number $N$ of levels. The median then follows from

$$(1-e^{-\varepsilon/E_0})^N=\tfrac12,\qquad
\varepsilon=-E_0\ln(1-2^{-1/N}).$$

With $a=\ln2$, expansion for large $N$ gives $1-2^{-1/N}\approx(a/N)[1-a/(2N)]$, and hence

$$\varepsilon\approx E_0\left[\ln N-\ln a+\frac{a}{2N}\right].$$

The last term is larger in the smaller cell, so it slightly reduces the drop. From 10 to 100 levels the full expression gives 0.1136 eV in place of 0.1151 eV. Replacing the Poisson number by a fixed one therefore matters little here. Levels that cluster in space are a different case, because they are not independent, and they can change the drop.

## Numbers for an 800-atom and an 8000-atom cell

Take these round model parameters:

- tail slope $E_0=0.050$ eV;
- tail-level density $n=0.001$ Å$^{-3}$;
- cubic cells of $V_1=10000$ Å$^3$ and $V_2=100000$ Å$^3$, with sides 21.5 Å and 46.4 Å.

A rough atomic density of 0.08 Å$^{-3}$ makes these cells of 800 and 8000 atoms. The mean numbers of tail levels are

$$\mu_1=0.001\times10000=10,\qquad \mu_2=0.001\times100000=100.$$

The chance that the small cell has no tail level is $e^{-10}=4.5\times10^{-5}$, so the edge condition is well satisfied. The medians are

$$\varepsilon_1=0.050[\ln10-\ln\ln2]=0.1335\ \text{eV},$$

$$\varepsilon_2=0.050[\ln100-\ln\ln2]=0.2486\ \text{eV}.$$

Their difference is 0.1151 eV. The mean depths, 0.1440 and 0.2591 eV, differ by the same amount to this precision. The quick estimate $E_0\ln\mu_1=0.115$ eV for the small cell's own depth lies 0.018 eV above its median depth on the energy scale, that is, it is too shallow by that amount. This offset is $-E_0\ln\ln2$ in both cells, which is why the quick estimate gets the difference right.

## Why one pair of cells cannot settle the matter

To find the scatter, define $U=\mu e^{-\varepsilon/E_0}$ for the deepest level. A deepest level shallower than $\varepsilon$ means a value of $U$ greater than $u=\mu e^{-\varepsilon/E_0}$, so $F$ says that $U$ exceeds $u$ with probability $e^{-u}$. When empty cells can be neglected, $U$ is a random variable with probability density $e^{-u}$, and

$$\varepsilon=E_0(\ln\mu-\ln U).$$

The volume enters through the constant $\ln\mu$ alone, so the scatter does not depend on it. The moments of $\ln U$ follow from

$$\langle e^{s\ln U}\rangle=\int_0^\infty u^s e^{-u}du=\Gamma(1+s).$$

The variance is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which equals $\sum_{k\ge1}1/k^2=\pi^2/6$. Thus

$$\sigma=\frac{\pi E_0}{\sqrt6}=0.0641\ \text{eV}.$$

This is more than half of the drop. The larger cell has the deeper level when $\mu_2/U_2>\mu_1/U_1$, or $U_2<rU_1$ with $r=V_2/V_1$. For independent cells,

$$P=\int_0^\infty e^{-u}(1-e^{-ru})\,du
=1-\frac1{1+r}=\frac r{1+r}.$$

For $r=10$ this is $10/11=0.909$. About one pair in eleven shows the opposite order, even though the medians differ by 0.115 eV.

With $M$ cells of each size, the difference of the two averages has standard error $\sigma\sqrt{2/M}$. Requiring this to be a tenth of $\Delta$ gives

$$M=\frac{2\sigma^2}{(0.1\Delta)^2}
=\frac{200\,\pi^2}{6(\ln10)^2}\approx62.05,$$

so 63 cells of each size are needed. The slope energy cancels: a narrower tail reduces signal and scatter together.

## When the tail is not exponential

An exponential cannot be assumed to continue to any depth. For a general tail, define a local slope energy by $1/E(\varepsilon)=-d\ln N/d\varepsilon$. The median sits where $N=\ln2$, so a tenfold volume moves it until $\ln N$ at fixed volume has fallen by $\ln10$:

$$\int_{\varepsilon_1}^{\varepsilon_2}\frac{d\varepsilon}{E(\varepsilon)}=\ln10.$$

If $E(\varepsilon)$ decreases with depth, the drop is smaller than the slope at $\varepsilon_1$ suggests.

As a case, let $N$ be proportional to $e^{-\varepsilon^2/(2s^2)}$. Then $E(\varepsilon)=s^2/\varepsilon$. Matching the slope energy to $E_0$ at the small-cell median requires $s^2=E_0\varepsilon_1$. The integral becomes

$$\frac{\varepsilon_2^2-\varepsilon_1^2}{2E_0\varepsilon_1}=\ln10,$$

and its positive solution gives

$$\Delta_{\rm curved}=\sqrt{\varepsilon_1^2+2E_0\varepsilon_1\ln10}-\varepsilon_1
=0.087\ \text{eV}.$$

This is 25% below the exponential estimate, although both tails have the same median and slope in the small cell. A slope fitted at the depths that the small cell samples is therefore insufficient evidence for an extrapolation in volume.

## When the levels are not independent

Tail states can mix with each other and with their own periodic copies. These effects need separate treatment.

For weak mixing, consider a chain of sites with energies $-\varepsilon_j$, the depths $\varepsilon_j$ being drawn from the exponential distribution with $E_0=0.050$ eV. Neighbours are coupled by a hopping of 0.010 eV. The lowest eigenvalue was found by numerical diagonalization for 2000 chains of 100 sites and 2000 of 1000 sites. The median drop was 0.1155 eV with hopping and 0.1157 eV without it, for the same site energies. Sampling makes each drop uncertain by about 0.002 eV. Hopping of this strength thus leaves the drop nearly unchanged in the chain. For chains of 10 and 100 sites, the level numbers of the example, it lowers the drop by about 0.002 eV, but a hopping of 0.1 eV lowers it by about a third, from 0.112 to 0.075 eV. The chain is not a model of the oxide's bonding.

Weak mixing cannot be taken for granted at the density assumed here. Each tail level has on average the volume of a cube of side $n^{-1/3}=10$ Å. Two zero-range wells of the kind described below, with the electron's free mass and the small cell's median depth, are coupled by about 0.02 eV at that distance (half the splitting of the pair), twice the hopping in the chain. Wells placed at random have their nearest neighbour closer, at $0.554\,n^{-1/3}=5.5$ Å on average, where the same coupling is about 0.1 eV. With an effective mass of 0.3 the coupling is already about 0.1 eV at 10 Å. Mixing is then strong. The derivation above still holds if the exponential is taken to describe the levels after mixing and these levels are independent.

Periodic copies need a separate estimate, because they affect the small cell most. Use atomic units and an effective mass $m$, in units of the electron mass. Represent a tail state by a zero-range well in a uniform band whose bottom is placed at the mobility edge. Outside the well,

$$-\frac1{2m}\nabla^2\psi=-\varepsilon\psi,\qquad
\psi=\frac{e^{-\kappa_0r}}r,\qquad \kappa_0=\sqrt{2m\varepsilon}.$$

Near the well $\psi=1/r-\kappa_0+\dots$. The ratio of the constant to the coefficient of $1/r$ characterizes the well and must stay the same when copies are present. At the zone centre all copies have the same phase, and

$$\psi=\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}
=\frac1r-\kappa+S(\kappa)+\dots,\qquad
S(\kappa)=\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}R.$$

Equating the constants, $-\kappa+S(\kappa)=-\kappa_0$, gives

$$\kappa=\kappa_0+S(\kappa).$$

Since $S>0$, the copies deepen the level, to $\kappa^2/(2m)$. Since $\kappa-S(\kappa)$ increases with $\kappa$, the order of depths is preserved, and the median without copies maps to the median with them.

Solving this equation numerically at the two medians gives:

| Effective mass | Decay length $1/\kappa_0$, small cell (Å) | Deepening, small cell (eV) | Deepening, large cell (eV) | Apparent drop (eV) |
|---|---:|---:|---:|---:|
| 1.0 | 5.3 | 0.008 | below 0.0001 | 0.107 |
| 0.3 | 9.8 | 0.083 | 0.0008 | 0.033 |

The last column is $\Delta$ plus the large-cell deepening minus the small-cell deepening. For $m=1$ the correction is 7% of $\Delta$. For $m=0.3$ the decay length is nearly half the small cell's side, and about 70% of the drop disappears. The sampling law has not changed; the small cell's level has been pushed down by its own copies. The table treats one well alone in an otherwise empty cell, so it isolates the image effect and is not the correction for the cells of the example. If all 10 or 100 wells are placed in the cell, with exponentially distributed unmixed depths and at least 3 Å apart, mixing between them dominates: the medians move to roughly 0.28 and 0.37 eV for $m=1$, and to roughly 0.7 and 0.9 eV for $m=0.3$.

Away from the zone centre, each term of $S$ carries a factor $\cos(\mathbf k\cdot\mathbf R)$, whose average over the Brillouin zone is zero for $\mathbf R\ne0$. To first order in $S$, averaging the level over wavevectors therefore removes the image shift. This argument is reliable when the shift is small, as for $m=1$ here. For the large shift at $m=0.3$ higher orders in $S$ matter more. Solving the full equation on a mesh of wavevectors in the small cell leaves the averaged level shallower than the isolated one by about 0.0001 eV for $m=1$ and 0.006 eV for $m=0.3$.

## Reading the estimate for a real gate oxide

The parameters are round values chosen for illustration, and none is a measured property of a particular oxide. The assumed density of states at the edge, $n/E_0=0.020$ eV$^{-1}$Å$^{-3}$, is high: it is about 8 times ($m=1$) to 50 times ($m=0.3$) the density of states of a parabolic band 0.13 eV above its bottom. A tenfold smaller $n$ would leave the median drop $\Delta$ unchanged but bring the small-cell median to only $0.1335-0.1151=0.018$ eV, with 37% of small cells holding no tail level. There the state is more extended, and the single-well image estimate cuts the apparent drop to 0.084 eV for $m=1$ and 0.006 eV for $m=0.3$. In a real oxide the assumption of one fixed exponential is doubtful: the curved tail above lowers the estimate by 25%. Preparation matters too. At fixed $n$ the median depth is proportional to $E_0$, so a larger cell quenched in a way that makes its slope 10% greater has a median deeper by a further 0.025 eV, about 22% of $\Delta$. The model also describes static structures and empty levels. It leaves out thermal motion and the relaxation of the lattice around an added electron.

For the two calculations at the start, a difference near 0.12 eV is what sampling alone would typically produce if the slope is 50 meV, the tail is exponential, the levels are independent and image coupling is weak. It is not by itself evidence of a new defect or a poor structure. The comparison also presumes one energy reference for both cells; a finite cell does not define a mobility edge sharply, and any error in aligning it enters the difference directly. If the quantity sought is the tail density of states, many small cells may serve as well as a few large ones, provided that each is wide compared with the decay length of the shallowest states to be counted, since these extend furthest.
